# How one p pseudostate gives hydrogen's whole static dipole polarisability

**Question**

I am working on basis sets for the hydrogen atom in an electric field. My notes say that the 1s ground state needs just one extra function of p symmetry, with radial part proportional to $(r+r^2/2)e^{-r}$. This "pseudostate" is said to have energy $-7/86$ and to carry the whole static polarisability.

Two things stop me. First, I work in Rydberg units with $H=-\nabla^2-2/r$, and my energy comes out as $-7/43$. Have I lost a factor of two? Second, the polarisability is a sum over all p states, including the continuum. How can a single function, which isn't even an eigenstate, replace an infinite sum? And if it can, why would anyone need more p functions?

**Answer**

Your energy is right: $-7/43$ Ry and $-7/86$ hartree are the same energy, because 1 hartree is 2 Ry. The second point follows from the equation that the function solves.

**Setting and conventions**

Take a non-relativistic, spinless electron and a fixed nucleus. Lengths are in $a_0$ and energies in Ry, so the ground state is $\phi_0=e^{-r}/\sqrt{\pi}$ with $E_0=-1$. A uniform field along $z$ adds $gz$ to $H$, where $g=eF$ is in Ry/$a_0$. The first-order shift vanishes by parity. The second-order shift is $-Sg^2$, with

$$S=\sum_n\frac{|\langle n|z|\phi_0\rangle|^2}{E_n-E_0},$$

where the sum includes an integral over the continuum.

The polarisability volume $\alpha$ is defined by the shift $-\tfrac12(4\pi\varepsilon_0\alpha)F^2$. Putting $F=g/e$ and $e^2/(4\pi\varepsilon_0)=2$ Ry $a_0$ turns this into $-\alpha g^2/4$. Hence $\alpha=4S$.

**The equation behind the pseudostate**

Since $\cos\theta=\sqrt{4\pi/3}\,Y_{10}$,

$$z\phi_0=\frac{r\cos\theta\,e^{-r}}{\sqrt\pi}=\frac{2}{\sqrt3}\,r e^{-r}\,Y_{10}.$$

The field therefore couples 1s to p states with $m=0$ and to nothing else at this order. Write $A=H-E_0$ and look for the function $\eta$ that solves

$$A\eta=z\phi_0 .$$

The first-order change of the wavefunction is then $-g\eta$. The lowest p level is $-1/4$, so $A\ge 3/4$ in the p space. It has an inverse there, and $\eta$ is unique.

For a full radial function $f(r)$ multiplying $Y_{10}$, the operator $A$ acts as

$$Af=-f''-\frac2r f'+\frac{2}{r^2}f-\frac2r f+f .$$

Try $f=p(r)e^{-r}$. Then $f'=(p'-p)e^{-r}$ and $f''=(p''-2p'+p)e^{-r}$. The terms $\pm p$ cancel, as do the terms $\pm 2p/r$, leaving

$$Af=e^{-r}\left[-p''+2p'-\frac{2p'}{r}+\frac{2p}{r^2}\right].$$

With $p=ar+br^2$ the bracket is

$$-2b+(2a+4br)-\left(\frac{2a}{r}+4b\right)+\left(\frac{2a}{r}+2b\right)=2a-4b+4br .$$

The source is proportional to $r$, so the constant must vanish: $b=a/2$. Choosing $a=1$ gives your function,

$$R=\left(r+\frac{r^2}{2}\right)e^{-r},\qquad AR=2re^{-r},$$

and comparison with $z\phi_0$ gives

$$\eta=\frac{1}{\sqrt3}\,R\,Y_{10}.$$

Here $R$ is the full radial function, not $r$ times it. The pseudostate is thus the normalised first-order response of the atom to the field.

**Why one term replaces the sum**

Projecting $A\eta=z\phi_0$ on an eigenstate gives $\langle n|z|\phi_0\rangle=(E_n-E_0)\langle n|\eta\rangle$. Put this into $S$:

$$S=\sum_n(E_n-E_0)|\langle n|\eta\rangle|^2=\langle\eta|A|\eta\rangle=\langle\eta|z|\phi_0\rangle .$$

Now let $M=\langle\eta|\eta\rangle$ and $\chi=\eta/\sqrt M$. The mean excitation energy and the dipole element of $\chi$ are

$$\Delta=\langle\chi|A|\chi\rangle=\frac SM,\qquad Z=\langle\chi|z|\phi_0\rangle=\frac{S}{\sqrt M}.$$

The single-term expression is therefore

$$\frac{Z^2}{\Delta}=\frac{S^2}{M}\,\frac{M}{S}=S .$$

The continuum has not been neglected. It is contained in $\chi$, with the proportions that the static field produces.

**The numbers**

Use $\int_0^\infty r^n e^{-2r}dr=n!/2^{n+1}$:

$$\int_0^\infty R^2r^2dr=\int_0^\infty\left(r^4+r^5+\frac{r^6}{4}\right)e^{-2r}dr=\frac34+\frac{15}{8}+\frac{45}{32}=\frac{129}{32},$$

$$\int_0^\infty R\,r^3e^{-r}dr=\int_0^\infty\left(r^4+\frac{r^5}{2}\right)e^{-2r}dr=\frac34+\frac{15}{16}=\frac{27}{16}.$$

Hence $M=\frac13\cdot\frac{129}{32}=\frac{43}{32}$ and $S=\frac1{\sqrt3}\cdot\frac2{\sqrt3}\cdot\frac{27}{16}=\frac98$. It follows that

$$\Delta=\frac98\cdot\frac{32}{43}=\frac{36}{43},\qquad E_\chi=-1+\frac{36}{43}=-\frac{7}{43}\ \text{Ry}=-\frac{7}{86}\ \text{hartree},$$

$$Z^2=\frac{81}{64}\cdot\frac{32}{43}=\frac{81}{86}\,a_0^2,\qquad \alpha=\frac{4Z^2}{\Delta}=4\cdot\frac{81}{86}\cdot\frac{43}{36}=\frac92\,a_0^3 .$$

The sum over true eigenstates, evaluated separately, shows what has been gathered into this one term. The 2p state gives 2.960 $a_0^3$, the higher bound p states 0.704 $a_0^3$, and the continuum 0.837 $a_0^3$. The total is 4.500 $a_0^3$. A basis of true bound states alone would miss the continuum part, about 19 % of $\alpha$. The curvature of the ground energy in a weak finite field, computed in a basis of s, p and d functions, also gives 4.500 $a_0^3$.

**Other single functions give less**

For any trial p function $f$, the one-term estimate of $S$ is $\langle f|z\phi_0\rangle^2/\langle f|A|f\rangle$, with real functions assumed. Replace $z\phi_0$ by $A\eta$. Because $A$ is positive in the p space, $\langle f|A|\eta\rangle$ is a scalar product, and the Cauchy–Schwarz inequality gives

$$\frac{\langle f|A|\eta\rangle^2}{\langle f|A|f\rangle}\le\langle\eta|A|\eta\rangle=S .$$

Equality requires $f\propto\eta$. So $\chi$ is, up to a factor, the one p function that does the job alone.

As a comparison, take $f=re^{-r}Y_{10}$. Setting $a=1$, $b=0$ above gives $A(re^{-r})=2e^{-r}$, so

$$\langle f|A|f\rangle=2\int_0^\infty r^3e^{-2r}dr=\frac34,\qquad \langle f|z\phi_0\rangle=\frac{2}{\sqrt3}\int_0^\infty r^4e^{-2r}dr=\frac{2}{\sqrt3}\cdot\frac34=\frac{\sqrt3}{2}.$$

The estimate is $S=(3/4)/(3/4)=1$, or $\alpha=4\,a_0^3$. Optimising the exponent in $re^{-br}$ gives $b\approx0.797$ and $\alpha\approx4.475\,a_0^3$, which is 0.55 % below $9/2$.

**Why you may still need more p functions**

The result covers the static dipole response of 1s, to second order in the field. Other properties weight the p spectrum differently, and $\chi$ is not an eigenstate. Since $A\chi=z\phi_0/\sqrt M$ and $\langle\phi_0|z^2|\phi_0\rangle=\langle r^2\rangle/3=1$, its energy variance is

$$\langle\chi|A^2|\chi\rangle-\Delta^2=\frac{32}{43}-\left(\frac{36}{43}\right)^2=\frac{80}{1849}\ \text{Ry}^2,$$

a spread of 0.21 Ry. The energy $-7/43$ Ry is a mean value, not a level that a spectrum would show.

Two sum rules make the same point:

- By closure, $\sum_n|\langle n|z|\phi_0\rangle|^2=\langle\phi_0|z^2|\phi_0\rangle=1\,a_0^2$. The pseudostate supplies $81/86\approx0.942$ of it.
- In these units the oscillator strength is $(E_n-E_0)|\langle n|z|\phi_0\rangle|^2$. Its sum is $\langle\phi_0|zAz|\phi_0\rangle=\tfrac12\langle[z,[H,z]]\rangle=1$, because $[H,z]=-2\partial_z$. The pseudostate supplies $\Delta Z^2=1458/1849\approx0.789$.

An oscillating field shows where this matters. For photon energy $\omega$ below the first resonance at $3/4$ Ry, $1/\Delta_n$ is replaced by the average of $1/(\Delta_n-\omega)$ and $1/(\Delta_n+\omega)$, where $\Delta_n=E_n-E_0$. This gives

$$\alpha(\omega)=4\sum_n\frac{\Delta_n|\langle n|z|\phi_0\rangle|^2}{\Delta_n^2-\omega^2}.$$

Let $w_n=|\langle n|\chi\rangle|^2$, so that $|\langle n|z|\phi_0\rangle|^2=M\Delta_n^2w_n$. Then

$$\alpha(\omega)=4M\sum_n w_n\left[\Delta_n+\frac{\omega^2\Delta_n}{\Delta_n^2-\omega^2}\right].$$

The one-state formula has the same bracket, evaluated at the mean $\Delta=\sum_n w_n\Delta_n$. The function $x/(x^2-\omega^2)=\frac12[1/(x-\omega)+1/(x+\omega)]$ is convex for $x>\omega$, so by Jensen's inequality the pseudostate value is too low for $0<\omega<3/4$. At $\omega=0$ the second term vanishes and the two agree.

At $\omega=0.6$ Ry, for instance, the pseudostate gives

$$\frac{4\times0.78853}{0.83721^2-0.6^2}\approx9.25\,a_0^3,$$

while the full p spectrum gives 10.56 $a_0^3$, so the pseudostate is 12 % low. At 0.2 Ry the deficit is 0.25 %, and at 0.4 Ry it is 1.9 %. The error grows towards the resonance: the true $\alpha(\omega)$ diverges at 0.75 Ry, while the pseudostate formula has its only pole at 0.837 Ry and stays finite there. Moving that single pole would not cure it. A pole at 0.75 Ry with the same static value gives $4.5\times0.5625/(0.5625-0.36)=12.5\,a_0^3$ at 0.6 Ry, which is too high. The strength has to be shared among several energies. Already the two functions 2p and $\rho$ of the next section give 10.45 $a_0^3$ at 0.6 Ry, about 1 % low.

**If your basis already contains the true 2p state**

Do not add the two contributions as they stand: $\chi$ has a weight $a^2=0.7342$ of 2p in it, and you would count that part twice. Write $\chi=a|2p\rangle+\sqrt{1-a^2}\,|\rho\rangle$ with $\rho$ orthogonal to 2p. Since 2p is an eigenstate, $H$ has no cross term between them, and

$$E_\rho=\frac{E_\chi-a^2E_{2p}}{1-a^2}=\frac{-0.16279+0.7342\times0.25}{0.2658}\approx0.078\ \text{Ry}.$$

The energy of the added function is now positive, although $\rho$ is a normalisable function and not a scattering state. The value $-7/43$ Ry thus belongs to the pseudostate used without 2p.

The polarisability is unchanged. The functions 2p and $\rho$ span a space that contains $\eta$, and solving $A\eta=z\phi_0$ within that space returns the same $\eta$ and the same $S=\langle\eta|z|\phi_0\rangle$. In numbers, 2p contributes 2.960 $a_0^3$ and $\rho$ contributes 1.540 $a_0^3$, which again add up to 4.500 $a_0^3$.

## Computed values

```
Norm integral of R^2 r^2 (a0^5 scale): 129/32
Dipole integral of R r^3 exp(-r): 27/16
Pseudostate energy: -7/43 = -0.162791 Ry
Pseudostate energy: -7/86 = -0.081395 hartree
Gap above 1s: 36/43 = 0.837209 Ry
Squared dipole element: 81/86 = 0.941860 a0^2
Polarisability from the pseudostate: 9/2 = 4.500000 a0^3
Polarisability, Laguerre basis sum: 4.500000 a0^3
Field strength parameter g: 0.002 and 0.004 Ry/a0
Polarisability, finite field: 4.50000 a0^3
Contribution of true 2p: 2.9596 a0^3
Contribution of all bound p states: 3.6633 a0^3
Contribution of the p continuum: 0.8367 a0^3
Bound plus continuum: 4.5000 a0^3
Share of 2p: 65.77 percent
Share of continuum: 18.59 percent
Single r exp(-r): 4.0000 a0^3
Best single r exp(-b r): b = 0.7970 1/a0
Its contribution: 4.4753 a0^3
Closure sum of the full basis: 1.000000 a0^2
Oscillator strength sum of the full basis: 1.000000
Oscillator strength of pseudostate: 1458/1849 = 0.788534
Energy variance: 80/1849 = 0.043267 Ry^2
Energy spread: 0.2080 Ry
Weight of true 2p in pseudostate: 0.7342
Energy of remainder orthogonal to 2p: 0.0781 Ry
Contribution of that remainder: 1.5404 a0^3
Photon energy 0.2 Ry: full 4.7843, pseudostate 4.7723 a0^3
Photon energy 0.4 Ry: full 5.9417, pseudostate 5.8311 a0^3
Photon energy 0.6 Ry: full 10.5639, pseudostate 9.2519 a0^3
```
